# Image-charge correction for a charged defect in a cubic cell: a program that tests the result

```python
# Result under test: a charge q (units of e) repeated in cubic cells of side L,
# with a neutralizing background and dielectric constant eps, has an energy
# that is too low by
#     K*alpha*q^2/(2*eps*L) - 2*pi*K*q*Q/(3*eps*L^3),
# where K = e^2/(4 pi eps0), alpha is the simple cubic Madelung constant and
# Q is the integral of (charge density)*r^2.  A Gaussian charge of width sigma
# has Q = 3*q*sigma^2.  Energies are in eV, lengths in angstrom.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf

K = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom
q, L0, eps, sigma = 2.0, 10.0, 10.0, 1.0
target = 0.1            # eV
atom_density = 0.05     # atoms per cubic angstrom

# Integral of 1/r over a unit cube: six pyramids, scaled to a unit square.
x, w = np.polynomial.legendre.leggauss(30)
x, w = (x + 1) / 2, w / 2
cube_integral = 3 * np.sum(
    w[:, None] * w[None, :] / np.sqrt(1 + x[:, None]**2 + x[None, :]**2))


def neutral_cell_sum(N):
    """Potential at the central charge from (2N+1)^3 neutral unit cells,
    without the potential of the central point charge itself."""
    n2 = np.arange(-N, N + 1, dtype=float)**2
    r2 = n2[:, None, None] + n2[None, :, None] + n2[None, None, :]
    r2[N, N, N] = np.inf
    return np.sum(1 / np.sqrt(r2)) - cube_integral * (2 * N + 1)**2


# The omitted cells contribute a tail proportional to 1/(2N+1)^2.
partial = {N: neutral_cell_sum(N) for N in (0, 1, 2, 5, 20, 40)}
t20, t40 = 1 / 41**2, 1 / 81**2
S_limit = (partial[40] * t20 - partial[20] * t40) / (t20 - t40)
average_potential = np.pi / 6
alpha = average_potential - S_limit


def point_term(L):
    return K * alpha * q**2 / (2 * eps * L)


def width_term(L):
    Q = 3 * q * sigma**2
    return 2 * np.pi * K * q * Q / (3 * eps * L**3)


def periodic_energy(L):
    """Energy per cell of periodic Gaussians, from the reciprocal-space sum
    with the G = 0 term removed by the background."""
    nmax = int(np.ceil(6.5 * L / (2 * np.pi * sigma)))
    n = np.arange(nmax + 1, dtype=float)
    m = np.where(n == 0, 1.0, 2.0)          # counts +n and -n
    g = (2 * np.pi * n / L)**2
    g2 = g[:, None, None] + g[None, :, None] + g[None, None, :]
    g2[0, 0, 0] = np.inf
    terms = np.exp(-g2 * sigma**2) / g2
    total = np.einsum('i,j,k,ijk->', m, m, m, terms, optimize=True)
    return K * q**2 / eps * 2 * np.pi / L**3 * total


def isolated_integrand(r):
    density = q * np.exp(-r**2 / (2 * sigma**2)) / (2 * np.pi * sigma**2)**1.5
    # r^2 times the potential q*erf(r/(sqrt(2)*sigma))/r
    return 0.5 * 4 * np.pi * density * q * r * erf(r / (np.sqrt(2) * sigma))


E_isolated = K / eps * quad(isolated_integrand, 0, 12 * sigma,
                            epsabs=1e-12, epsrel=1e-12)[0]


def computed_error(L):
    return E_isolated - periodic_energy(L)


# Screening: minimize field plus polarization energy for single Fourier
# components; the minimum must be the vacuum energy divided by eps once.
chi = (eps - 1) / (4 * np.pi)
for rho_G, G in ((1.3, 0.7), (0.4, 1.9)):
    best = minimize_scalar(lambda p: 2 * np.pi * (rho_G - G * p)**2 / G**2
                           + p**2 / (2 * chi))
    vacuum = 2 * np.pi * rho_G**2 / G**2
    assert abs(best.fun * eps / vacuum - 1) < 1e-7

# Energy difference from its definition against the derived formula.
cells = (10.0, 14.0, 20.0, 40.0)
errors = {L: computed_error(L) for L in cells}
for L in cells:
    assert errors[L] > 0                    # periodic energy is too low
    assert abs(errors[L] - point_term(L) + width_term(L)) < 2e-6

# The remainder after the leading correction falls as the inverse cube.
rest = {L: point_term(L) - errors[L] for L in cells}
assert abs(rest[10.0] / rest[20.0] - 8) < 0.01

# Cell for the target error: formula against a root of the computed error.
L_needed = K * alpha * q**2 / (2 * eps * target)
L_root = brentq(lambda L: computed_error(L) - target, 60, 100, xtol=1e-6)
# The finite width of the charge, absent from L_needed, shifts the root.
assert abs(L_root - L_needed) < 0.1
assert abs(computed_error(L_needed) - target + width_term(L_needed)) < 2e-6

# Cell that suffices once the leading correction has been added.
L_corrected = (2 * np.pi * K * q**2 * sigma**2 / (eps * target))**(1 / 3)
# Neighbouring Gaussians overlap slightly in this small cell (about 1e-6 eV).
assert abs(point_term(L_corrected) - computed_error(L_corrected)
           - target) < 1e-5

# The values stated in the problem.
assert round(point_term(L0), 2) == 0.82

volume_ratio = (L_needed / L0)**3
print(f"K = e^2/(4 pi eps0): {K:.4f} eV angstrom")
print(f"charge q: {q:.0f} e")
print(f"cell side L: {L0:.1f} angstrom")
print(f"dielectric constant: {eps:.1f}")
print(f"Gaussian width sigma: {sigma:.1f} angstrom")
print(f"target error: {target:.2f} eV")
print(f"integral of 1/r over unit cube C: {cube_integral:.6f}")
for N, value in partial.items():
    print(f"N = {N:2d}: S_N = {value:.6f}, pi/6 - S_N = "
          f"{average_potential - value:.6f}")
print(f"extrapolated S: {S_limit:.6f}")
print(f"average potential pi/6: {average_potential:.6f}")
print(f"Madelung constant alpha: {alpha:.6f}")
print(f"leading correction without screening: {point_term(L0)*eps:.3f} eV")
print(f"leading correction with screening: {point_term(L0):.4f} eV")
print(f"same correction: {point_term(L0)*const.e*const.N_A/1000:.1f} kJ/mol")
print(f"isolated Gaussian energy: {E_isolated:.5f} eV")
print(f"periodic Gaussian energy, L = 10: {periodic_energy(L0):.5f} eV")
print("L (angstrom), computed error, leading term, remainder (eV):")
for L in cells:
    print(f"  {L:4.0f}  {errors[L]:.5f}  {point_term(L):.5f}  {rest[L]:.5f}")
print(f"L^-3 term from formula, L = 10: {width_term(L0):.5f} eV")
print(f"remainder ratio, L = 10 to L = 20: {rest[10.0]/rest[20.0]:.4f}")
print(f"cell for 0.1 eV uncorrected, formula: {L_needed:.2f} angstrom")
print(f"same cell: {L_needed/10:.2f} nm")
print(f"cell for 0.1 eV uncorrected, root search: {L_root:.2f} angstrom")
print(f"volume ratio to the 10 angstrom cell: {volume_ratio:.0f}")
print(f"atom density: {atom_density:.2f} per cubic angstrom")
print(f"atoms in the 10 angstrom cell: {atom_density*L0**3:.0f}")
print(f"atoms in the large cell: {atom_density*L_needed**3:.0f}")
print(f"cell for 0.1 eV after correction: {L_corrected:.2f} angstrom")
print("no test failed")
```

Printed output:

```
K = e^2/(4 pi eps0): 14.3996 eV angstrom
charge q: 2 e
cell side L: 10.0 angstrom
dielectric constant: 10.0
Gaussian width sigma: 1.0 angstrom
target error: 0.10 eV
integral of 1/r over unit cube C: 2.380077
N =  0: S_N = -2.380077, pi/6 - S_N = 2.903676
N =  1: S_N = -2.316613, pi/6 - S_N = 2.840212
N =  2: S_N = -2.314724, pi/6 - S_N = 2.838322
N =  5: S_N = -2.313911, pi/6 - S_N = 2.837509
N = 20: S_N = -2.313714, pi/6 - S_N = 2.837313
N = 40: S_N = -2.313703, pi/6 - S_N = 2.837301
extrapolated S: -2.313699
average potential pi/6: 0.523599
Madelung constant alpha: 2.837297
leading correction without screening: 8.171 eV
leading correction with screening: 0.8171 eV
same correction: 78.8 kJ/mol
isolated Gaussian energy: 1.62483 eV
periodic Gaussian energy, L = 10: 0.84389 eV
L (angstrom), computed error, leading term, remainder (eV):
    10  0.78093  0.81712  0.03619
    14  0.57047  0.58366  0.01319
    20  0.40404  0.40856  0.00452
    40  0.20371  0.20428  0.00057
L^-3 term from formula, L = 10: 0.03619 eV
remainder ratio, L = 10 to L = 20: 8.0000
cell for 0.1 eV uncorrected, formula: 81.71 angstrom
same cell: 8.17 nm
cell for 0.1 eV uncorrected, root search: 81.66 angstrom
volume ratio to the 10 angstrom cell: 546
atom density: 0.05 per cubic angstrom
atoms in the 10 angstrom cell: 50
atoms in the large cell: 27279
cell for 0.1 eV after correction: 7.13 angstrom
no test failed
```
